# Polarizability of a hydrogenic ion with finite nuclear mass: a program that tests the result

```python
"""
Result under test: a nucleus (charge Z, mass M) and an electron (charge -1,
mass m) in a uniform static field F have the internal polarizability
    alpha = (9/2) q^2 / (mu^3 Z^4),
    mu = m M/(M + m),   q = 1 + (Z - 1) m/(M + m),
once the uniformly accelerating centre of mass has been separated.
Units: hbar = e = 4 pi eps0 = 1; with m = 1 these are Hartree atomic units.
The induced dipole is taken about the centre of mass.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre


def reduced_mass(M, m):
    return m * M / (M + m)


def q_formula(Z, M, m):
    return 1 + (Z - 1) * m / (M + m)


def alpha_formula(Z, M, m):
    return 4.5 * q_formula(Z, M, m)**2 / (reduced_mass(M, m)**3 * Z**4)


def dipole_arm(Z, M, m):
    """Minus the dipole about the centre of mass for unit separation."""
    nucleus, electron = 0.0, 1.0
    centre = (M * nucleus + m * electron) / (M + m)
    return -(Z * (nucleus - centre) - (electron - centre))


# --- Full two-particle time-dependent equation, original coordinates ------
def two_particle_residuals(Z, M, m, q):
    """Relative residuals of orders F^0 and F^1 for the product state."""
    xe, ye, ze, xn, yn, zn, t, F = sp.symbols("xe ye ze xn yn zn t F",
                                           real=True)
    total, mu = M + m, m * M / (M + m)
    K = sp.Rational(2, 5)
    r = sp.sqrt((xe - xn)**2 + (ye - yn)**2 + (ze - zn)**2)
    z_cm = (M * zn + m * ze) / total
    k = K + (Z - 1) * F * t
    kinetic_phase = (K**2 * t + K * (Z - 1) * F * t**2
                     + (Z - 1)**2 * F**2 * t**3 / 3) / (2 * total)
    cm_wave = sp.exp(sp.I * (k * z_cm - kinetic_phase))
    first_order = -q / (mu * Z**2) * (ze - zn) * (1 + mu * Z * r / 2)
    internal = sp.exp(-mu * Z * r) * (1 + F * first_order)
    psi = cm_wave * internal * sp.exp(sp.I * mu * Z**2 * t / 2)
    h_psi = (-sum(sp.diff(psi, c, 2) for c in (xe, ye, ze)) / (2 * m)
             - sum(sp.diff(psi, c, 2) for c in (xn, yn, zn)) / (2 * M)
             - Z / r * psi - F * (Z * zn - ze) * psi)
    residual = sp.I * sp.diff(psi, t) - h_psi
    R = sp.Rational
    point = {xe: R(3, 10), ye: R(-1, 5), ze: R(7, 10), xn: R(-1, 10),
             yn: R(2, 5), zn: R(1, 10), t: R(3, 5), F: 0}
    scale = psi.subs(point)
    zeroth = sp.N(residual.subs(point) / scale, 30)
    linear = sp.N(sp.diff(residual, F).subs(point) / scale, 30)
    return abs(complex(zeroth)), abs(complex(linear))


Zs, Ms, ms = sp.Integer(3), sp.Integer(4), sp.Integer(1)
q_model = q_formula(Zs, Ms, ms)
res0, res1 = two_particle_residuals(Zs, Ms, ms, q_model)
_, res1_bare = two_particle_residuals(Zs, Ms, ms, sp.Integer(1))
assert res0 < 1e-12 and res1 < 1e-12
assert res1_bare > 1e-2

# --- Forces in the frame that accelerates with the centre of mass ---------
accel = (Zs - 1) / (Ms + ms)               # per unit field
force_electron = -1 - ms * accel
force_nucleus = Zs - Ms * accel
assert force_electron == -q_model and force_nucleus == q_model

# --- Scaled second-order energy by direct integration ---------------------
rho = sp.symbols("rho", positive=True)
density = 4 * rho**2 * sp.exp(-2 * rho)
mean2 = sp.integrate(density * rho**2, (rho, 0, sp.oo))
mean3 = sp.integrate(density * rho**3, (rho, 0, sp.oo))
eps2 = -sp.integrate(density * rho**2 * (1 + rho / 2) / 3, (rho, 0, sp.oo))
assert mean2 == 3 and mean3 == sp.Rational(15, 2)
assert eps2 == -sp.Rational(9, 4)


# --- Finite-field diagonalization of the internal Hamiltonian -------------
def field_matrices(Z, mu, n_radial=14, l_max=3):
    """Field-free Hamiltonian and z matrix in a Laguerre basis."""
    lam = 0.8 * mu * Z                     # deliberately not the exact decay
    x, w = roots_laguerre(40)
    size = n_radial * (l_max + 1)
    H0, zmat = np.zeros((size, size)), np.zeros((size, size))
    previous = None
    for l in range(l_max + 1):
        u, du = [], []
        for n in range(n_radial):
            lag = eval_genlaguerre(n, 2 * l + 2, x)
            dlag = (-eval_genlaguerre(n - 1, 2 * l + 3, x) if n
                    else np.zeros_like(x))
            f = x**(l + 1) * lag
            df = (l + 1) * x**l * lag + x**(l + 1) * dlag - f / 2
            norm = np.sqrt(np.sum(w * f * f))
            u.append(f / norm)
            du.append(df / norm)
        u, du = np.array(u), np.array(du)
        block = slice(l * n_radial, (l + 1) * n_radial)
        kinetic = (du * w) @ du.T + l * (l + 1) * (u * w / x**2) @ u.T
        H0[block, block] = ((2 * lam)**2 / (2 * mu) * kinetic
                            - 2 * lam * Z * (u * w / x) @ u.T)
        if previous is not None:
            angular = l / np.sqrt((2 * l - 1) * (2 * l + 1))
            lower = slice((l - 1) * n_radial, l * n_radial)
            coupling = angular * (previous * w * x) @ u.T / (2 * lam)
            zmat[lower, block] = coupling
            zmat[block, lower] = coupling.T
        previous = u
    return H0, zmat


def finite_field(Z, M, m):
    """alpha from the energy, alpha from the dipole, and <z>/F as F -> 0."""
    mu, arm = reduced_mass(M, m), dipole_arm(Z, M, m)
    H0, zmat = field_matrices(Z, mu)
    e0 = eigh(H0, eigvals_only=True)[0]
    assert abs(e0 / (-mu * Z**2 / 2) - 1) < 1e-10
    estimates = []
    for strength in (0.002, 0.004):
        F = strength * mu**2 * Z**3 / arm
        energy, vectors = eigh(H0 + arm * F * zmat)
        ground = vectors[:, 0]
        z_mean = ground @ zmat @ ground
        estimates.append([2 * (e0 - energy[0]) / F**2,
                          -arm * z_mean / F, z_mean / F])
    weak, strong = np.array(estimates)
    return (4 * weak - strong) / 3         # removes the F^2 correction


cases = {"model ion Z=3 M=4 m=1": (3, 4.0, 1.0),
         "heavier light particle Z=2 M=5 m=2": (2, 5.0, 2.0),
         "equal-mass neutral pair Z=1 M=1 m=1": (1, 1.0, 1.0)}
M_he = constants.value("alpha particle-electron mass ratio")
cases["He+ ion"] = (2, M_he, 1.0)
numerical = {}
for name, (Z, M, m) in cases.items():
    a_energy, a_dipole, shift = finite_field(Z, M, m)
    expected = alpha_formula(Z, M, m)
    # remaining error: fourth power of the scaled field, plus round-off
    assert abs(a_energy / expected - 1) < 2e-6, name
    assert abs(a_dipole / expected - 1) < 2e-6, name
    assert abs(shift * q_formula(Z, M, m) / expected + 1) < 2e-6, name
    numerical[name] = (a_energy, a_dipole, shift)

# --- Heavy-nucleus expansion: remainder must fall as 1/M^2 ----------------
for Z in (1, 2, 5):
    remainders = []
    for M in (1e3, 2e3):
        ratio = alpha_formula(Z, M, 1.0) / (4.5 / Z**4)
        remainders.append(ratio - 1 - (2 * Z + 1) / M)
    assert abs(remainders[0] / remainders[1] - 4) < 0.05

# --- Printed numbers ------------------------------------------------------
print("Two-particle equation, model ion Z=3 M=4 m=1 (relative residuals)")
print(f"  order F^0 vanishes below 1e-12: {res0 < 1e-12}")
print(f"  order F^1 vanishes below 1e-12: {res1 < 1e-12}")
print(f"  order F^1 if q is replaced by 1: {res1_bare:.4f} a.u.")
print(f"  acceleration per unit field: {float(accel):.4f} a.u.")
print(f"  force on electron per unit field: {float(force_electron):.4f}")
print(f"  force on nucleus per unit field: {float(force_nucleus):.4f}")
print("Scaled ground state (dimensionless)")
print(f"  <rho^2> = {mean2}, <rho^3> = {mean3}, eps2 = {eps2}")
print("Finite-field diagonalization against formula (atomic units)")
for name, (Z, M, m) in cases.items():
    a_energy, a_dipole, shift = numerical[name]
    print(f"  {name}")
    print(f"    mu = {reduced_mass(M, m):.8f}, q = {q_formula(Z, M, m):.8f}")
    print(f"    alpha formula     = {alpha_formula(Z, M, m):.7f}")
    print(f"    alpha from energy = {a_energy:.7f}")
    print(f"    alpha from dipole = {a_dipole:.7f}")
    print(f"    <z>/F             = {shift:.7f}")

Z, m, F = 2, 1.0, 0.001
mu, q = reduced_mass(M_he, m), q_formula(Z, M_he, m)
alpha, alpha_fixed = alpha_formula(Z, M_he, m), 4.5 / Z**4
bohr_angstrom = constants.value("Bohr radius") * 1e10
print("Worked example: He+ ion")
print(f"  nuclear mass M = {M_he:.4f} electron masses")
print(f"  alpha, fixed nucleus = {alpha_fixed:.7f} a.u.")
print(f"  alpha, finite mass   = {alpha:.7f} a.u.")
print(f"  alpha, finite mass   = {alpha * bohr_angstrom**3:.7f} angstrom^3")
print(f"  relative change, total      = {alpha/alpha_fixed - 1:.4e}")
print(f"  relative change, mu^-3 only = {mu**-3 - 1:.4e}")
print(f"  relative change, q^2 only   = {q**2 - 1:.4e}")
print(f"  leading estimate (2Z+1)m/M  = {(2*Z + 1)*m/M_he:.4e}")
print(f"  field F = {F:.3f} a.u.")
print(f"  scaled field f = {q*F/(mu**2*Z**3):.4e}")
print(f"  acceleration = {(Z - 1)*F/(M_he + m):.4e} a.u.")
print(f"  field-free internal energy = {-mu*Z**2/2:.7f} hartree")
print(f"  second-order level shift = {-alpha*F**2/2:.5e} hartree")
print(f"  induced dipole about centre of mass = {alpha*F:.5e} a.u.")
print("all tests passed")
```

Running it gives:

```
Two-particle equation, model ion Z=3 M=4 m=1 (relative residuals)
  order F^0 vanishes below 1e-12: True
  order F^1 vanishes below 1e-12: True
  order F^1 if q is replaced by 1: 0.2400 a.u.
  acceleration per unit field: 0.4000 a.u.
  force on electron per unit field: -1.4000
  force on nucleus per unit field: 1.4000
Scaled ground state (dimensionless)
  <rho^2> = 3, <rho^3> = 15/2, eps2 = -9/4
Finite-field diagonalization against formula (atomic units)
  model ion Z=3 M=4 m=1
    mu = 0.80000000, q = 1.40000000
    alpha formula     = 0.2126736
    alpha from energy = 0.2126736
    alpha from dipole = 0.2126735
    <z>/F             = -0.1519097
  heavier light particle Z=2 M=5 m=2
    mu = 1.42857143, q = 1.28571429
    alpha formula     = 0.1594687
    alpha from energy = 0.1594687
    alpha from dipole = 0.1594687
    <z>/F             = -0.1240312
  equal-mass neutral pair Z=1 M=1 m=1
    mu = 0.50000000, q = 1.00000000
    alpha formula     = 36.0000000
    alpha from energy = 35.9999950
    alpha from dipole = 35.9999849
    <z>/F             = -35.9999849
  He+ ion
    mu = 0.99986293, q = 1.00013707
    alpha formula     = 0.2814428
    alpha from energy = 0.2814428
    alpha from dipole = 0.2814427
    <z>/F             = -0.2814041
Worked example: He+ ion
  nuclear mass M = 7294.2995 electron masses
  alpha, fixed nucleus = 0.2812500 a.u.
  alpha, finite mass   = 0.2814428 a.u.
  alpha, finite mass   = 0.0417055 angstrom^3
  relative change, total      = 6.8562e-04
  relative change, mu^-3 only = 4.1134e-04
  relative change, q^2 only   = 2.7417e-04
  leading estimate (2Z+1)m/M  = 6.8547e-04
  field F = 0.001 a.u.
  scaled field f = 1.2505e-04
  acceleration = 1.3707e-07 a.u.
  field-free internal energy = -1.9997259 hartree
  second-order level shift = -1.40721e-07 hartree
  induced dipole about centre of mass = 2.81443e-04 a.u.
all tests passed
```
